# Brown–Ravenhall disease in a small matrix model

## The question

The Dirac equation for one electron has a positive continuum, with energies above $mc^2$, and a negative continuum, with energies below $-mc^2$. Suppose that a two-electron Hamiltonian is built from two Dirac operators and the electron repulsion, and that the negative-energy states are treated as ordinary empty orbitals. The repulsion then couples a bound two-electron level to pair states, in which one electron is in the positive continuum and the other in the negative one. This question asks what becomes of the bound level.

The model has one discrete state $|0\rangle$, whose energy is the zero of energy, and two sets of continuum states, made discrete by a box:

- The positive continuum has both electrons in positive-energy states. Its levels fill the interval from $I$ to $I+B$ with spacing $\delta$, and each couples to $|0\rangle$ with strength $u$, where $u^2=g\,\delta$.
- The pair continuum is an even ladder of levels with spacing $d$. Each couples to $|0\rangle$ with strength $v$, where $v^2=\Gamma d/(2\pi)$.

All couplings are real, and continuum states do not couple to one another. The constants $g$ and $\Gamma$ stay fixed as the spacings shrink. Projection means deleting the pair states from the matrix.

The numerical example uses round parameters that represent no particular atom: $I=1$, $B=2$, $g=0.1$ and $\Gamma=0.02$, all in hartree. The pair ladder is cut off at a distance of about $W=1$ hartree on either side of the projected level energy found in part (c). Each continuum has $N$ levels, so $d=\delta=2/N$ hartree. The weight of the discrete level in a normalized eigenvector $|\Psi\rangle$ is $w=|\langle 0|\Psi\rangle|^2$.

## (a) Pair energies

*Two free electrons move in one dimension in a box of length $L$, one with positive and one with negative energy. Which total energies can they have? Find the density of pair states, and justify keeping $v^2/d$ fixed as the box grows.*

**Answer.** In this part energies are in $mc^2$ and momenta in $mc$, with $\hbar=1$. Write $\varepsilon_k=\sqrt{k^2+1}$. An electron of momentum $p$ in the positive continuum and one of momentum $q$ in the negative continuum have total energy

$$E=\varepsilon_p-\varepsilon_q .$$

Every real $E$ can be reached. Choose $q$ large enough that $E+\varepsilon_q\ge 1$; then $p=\sqrt{(E+\varepsilon_q)^2-1}$ is real and gives the required energy. A bound two-electron level, which lies a little below $2$, is therefore degenerate with pair states.

Take standing waves with momenta $n\pi/L$, so that there are $(L/\pi)\,dp$ states in $dp$. A Dirac wall condition such as $\tan pL=-p$ shifts each momentum by less than one spacing and leaves this density unchanged at leading order. At fixed $q$, $dE=d\varepsilon_p=(p/\varepsilon_p)\,dp$, hence $dp=(\varepsilon_p/p)\,dE$. For $E>0$ every $q$ gives a real $p$, and summing over $q$ up to a cutoff $Q$ gives

$$\rho(E)=\left(\frac{L}{\pi}\right)^2\int_0^Q \frac{\varepsilon_p}{p}\,dq,\qquad \varepsilon_p=E+\varepsilon_q .$$

The cutoff is needed because the integrand tends to 1 at large $q$. For $Q=2$ and energies between 1.96 and 2.00, a direct count finds 1359 pairs in a box of length 400, where the formula gives 1357. In a box of length 800 the count is 5423 and the formula gives 5429. Doubling the box multiplies the count by 3.99, in agreement with $\rho\propto L^2$.

Each normalized standing wave carries a factor $L^{-1/2}$. A pair state contains two of them, so its matrix element with a localized bound state scales as $L^{-1}$, and $v^2\propto L^{-2}$. The mean spacing $1/\rho$ also scales as $L^{-2}$, so $v^2/d$ does not depend on the box. The model replaces the irregular pair spectrum by an even ladder with equal couplings, but it keeps this scaling. The weights of single eigenvectors derived below are those of the even ladder; an irregular spectrum with the same mean spacing has wide gaps, and its largest weight can be several times larger and exceed the bound of part (e), although it also falls as the box grows.

## (b) Eigenvalues and weights

*Let the continuum levels have distinct energies $\varepsilon_k$ and couplings $V_k\neq0$. Derive the eigenvalue condition and the weight of the discrete level.*

**Answer.** From here on energies are in hartree. Write $|\Psi\rangle=a|0\rangle+\sum_k b_k|k\rangle$. The rows of the eigenvalue equation are

$$\sum_k V_k b_k=E\,a,\qquad V_k a+\varepsilon_k b_k=E\,b_k .$$

No eigenvalue coincides with a continuum energy. If $E=\varepsilon_j$, the row for $j$ gives $V_ja=0$, so $a=0$. The other continuum rows then give $b_k=0$ for $k\ne j$, and the first row gives $b_j=0$, which leaves no vector at all. We may therefore divide:

$$b_k=\frac{V_k\,a}{E-\varepsilon_k}.$$

Here $a\neq0$, since otherwise all $b_k$ would vanish. Inserting $b_k$ in the first row and cancelling $a$ gives

$$E=\sum_k\frac{V_k^2}{E-\varepsilon_k}. \tag{1}$$

Normalization requires $a^2+\sum_k b_k^2=1$, so $w=a^2$ obeys

$$\frac1w=1+\sum_k\frac{V_k^2}{(E-\varepsilon_k)^2}. \tag{2}$$

The weight is small when this sum is large. That depends on the couplings and on the distances $E-\varepsilon_k$, not on the number of levels alone.

## (c) The projected level

*Delete the pair states and let $\delta\to0$. Find the energy $E_b$ and weight $Z$ of the level below the threshold $I$.*

**Answer.** For $E<I$ no denominator in (1) vanishes, so with $u^2=g\,\delta$ the sums become ordinary integrals. The sum in (1) becomes the level shift

$$\Delta(E)=g\int_I^{I+B}\frac{d\varepsilon}{E-\varepsilon}=-g\ln\frac{I+B-E}{I-E}.$$

It is negative because the levels above push the discrete level down. The sum in (2) becomes

$$s(E)=g\int_I^{I+B}\frac{d\varepsilon}{(\varepsilon-E)^2}=g\left[\frac1{I-E}-\frac1{I+B-E}\right].$$

The energy solves $E_b=\Delta(E_b)$. Differentiating under the integral gives $\Delta'(E)=-s(E)$, so $E-\Delta(E)$ has slope $1+s(E)>0$. It rises from $-\infty$ to $+\infty$ as $E$ goes from $-\infty$ to $I$, and there is one root. Its weight is

$$Z=\frac1{1+s(E_b)} .$$

In the example $E_b=-0.1034$ hartree. As a check, $-0.1\ln(3.1034/1.1034)=-0.1034$. Then $s(E_b)=0.1\,(0.9063-0.3222)=0.0584$ and $Z=1/1.0584=0.945$.

A denser positive continuum does not dissolve the level, because every one of its states stays at least $I-E_b$ away.

## (d) The weight with pair states present

*Restore the pair states as an endless ladder $\varepsilon_k=\varepsilon_0+kd$, with $k$ running over all integers. Express $w$ for an eigenvector with $E<I$ through $E$, without reference to the position of the ladder.*

**Answer.** The ladder sums follow from the product formula $\sin\pi x=\pi x\prod_{k\ge1}(1-x^2/k^2)$. Its logarithmic derivative is

$$\pi\cot\pi x=\frac1x+\sum_{k\ge1}\frac{2x}{x^2-k^2}=\sum_{k=-\infty}^{\infty}\frac1{x-k},$$

where the terms $k$ and $-k$ are added in pairs. Differentiating once more and changing the sign gives $\sum_k (x-k)^{-2}=\pi^2/\sin^2\pi x$.

Set $x=(E-\varepsilon_0)/d$ and $\theta=\pi x$. With the dense positive continuum included, (1) and (2) become

$$E-\Delta(E)=\frac{\pi v^2}{d}\cot\theta, \tag{3}$$

$$\frac1w=1+s(E)+\frac{\pi^2v^2}{d^2}\,\frac1{\sin^2\theta}. \tag{4}$$

Now use $1/\sin^2\theta=1+\cot^2\theta$. Squaring (3) and dividing by $v^2$ shows that $(\pi^2v^2/d^2)\cot^2\theta=[E-\Delta(E)]^2/v^2$. The definition of $\Gamma$ gives $\pi^2v^2/d^2=\pi\Gamma/(2d)$. Therefore

$$\frac1w=1+s(E)+\frac{\pi\Gamma}{2d}+\frac{[E-\Delta(E)]^2}{v^2}. \tag{5}$$

The numerical ladder is finite. The missing levels beyond the distance $W$ would have added to $1/w$ approximately

$$2\,\frac{\Gamma}{2\pi}\int_W^\infty\frac{dt}{t^2}=\frac{\Gamma}{\pi W}=0.0064 .$$

The numerical check compares (5) with the diagonalized matrices for all eigenvectors within $2\Gamma$ of $E_b$. The largest deviation is 1.2 percent of the predicted weight. On the dense ladders it is not due to the 0.0064 above, which is negligible beside $1/w$ in the wings. It comes from the change that the missing levels make in the ladder sum of (3), derived in part (f), which alters the last term of (5) by about $2Z\Gamma/(\pi W)=1.2$ percent.

## (e) The dense limit

*What happens to the largest weight as $d\to0$? How does it depend on the position of the ladder? Compare with the numerical results below.*

| $N$ | projected | $E_b$ midway between pair levels | $E_b$ on a pair level |
|---|---|---|---|
| 10 | 0.9450 | 0.827 | 0.453 |
| 40 | 0.9448 | 0.595 | 0.392 |
| 160 | 0.9448 | 0.280 | 0.242 |
| 640 | 0.9448 | 0.090 | 0.088 |

*The last three columns give the largest weight of the discrete level in any eigenvector. In the last column the ladder has $N+1$ levels, so that it is symmetric about $E_b$.*

**Answer.** A bound comes first. At any energy, the endless ladder contributes at least $\pi^2v^2/d^2=\pi\Gamma/(2d)$ to the sum in (2), because $\sin^2\theta\le1$. All other terms are positive, so every eigenvector obeys

$$w<\frac{2d}{\pi\Gamma}.$$

As $d\to0$ at fixed $\Gamma$, no eigenvector of the endless even ladder keeps a finite share of the discrete level.

Equation (5) gives the largest weight itself. The last term vanishes at $E=E_b$, and $s(E)$ hardly changes over the narrow range where that term is small. The largest possible weight is therefore, to good accuracy,

$$w_{\max}=\frac{1}{1/Z+\pi\Gamma/(2d)} . \tag{6}$$

It is reached if $E_b$ is itself an eigenvalue. By (3) this needs $\cot\theta=0$, which places $E_b$ midway between two pair levels.

For $N=10$, $d=0.2$ hartree and $\pi\Gamma/(2d)=0.157$, so $w_{\max}=1/(1.058+0.157)=0.823$. The matrix gives 0.827. Lowering $1/w$ by the band correction 0.0064 accounts for nearly all of the difference. For $N=640$, $d=0.003125$ hartree and $w_{\max}=1/(1.058+10.053)=0.0900$, in agreement with the matrix. The limiting form $2d/(\pi\Gamma)$ gives 0.0995 here, about 10 percent more, because it drops $1/Z$ beside 10.053.

Since $d=2W/N$, (6) also predicts that $1/w_{\max}$ grows linearly with $N$, with slope $\pi\Gamma/(4W)=0.01571$. The matrices with $N=160$ and $N=640$ give the same slope to this accuracy.

If a pair level lies at $E_b$, the weight is shared. Let $x=E-E_b$. Near $E_b$, part (c) gives $E-\Delta(E)\approx x/Z$. For small $\theta=\pi x/d$, $\cot\theta\approx1/\theta-\theta/3$, and (3) becomes

$$\frac xZ\approx\frac{v^2}{x}-\frac{\pi^2v^2}{3d^2}\,x
\quad\Longrightarrow\quad
\frac{v^2}{x^2}\approx\frac1Z+\frac{\pi\Gamma}{6d}.$$

There are two solutions, $\pm x$. In (4), $1/\sin^2\theta\approx1/\theta^2+1/3$, so for both of them

$$\frac1w\approx\frac1Z+\frac{v^2}{x^2}+\frac{\pi\Gamma}{6d}\approx2\left(\frac1Z+\frac{\pi\Gamma}{6d}\right).$$

For $N=10$ this gives $w\approx1/[2(1.058+0.052)]=0.450$, close to the computed 0.453. The expansion needs small $\theta$, which holds only for $d\gg\pi Z\Gamma/2$; at $N=640$ it would give 0.113 instead of the tabulated 0.088. On a coarse ladder two eigenvectors thus carry nearly half of the level each. On a dense ladder the position matters little, as the last row of the table shows.

The two terms in the denominator of (6) are equal at the crossover spacing

$$d_c=\frac{\pi Z\Gamma}{2}=0.030\ \text{hartree},$$

where $w_{\max}=Z/2$. If $d\gg d_c$ and no pair level lies close to $E_b$, the level looks healthy. In the midway arrangement of this symmetric ladder its energy gives no warning either: $E_b$ solves (3) at every spacing, while the weight of that eigenvector falls as $d$ shrinks.

## (f) Where the weight goes

*Find the distribution of the discrete level over energy near $E_b$ when $d\ll\Gamma$, assuming that $\Gamma\ll I-E_b$.*

**Answer.** First find the spacing of the eigenvalues. Between two neighbouring pair levels $\cot\theta$ falls from $+\infty$ to $-\infty$, while $E-\Delta(E)$ rises, so (3) has one solution in each gap. Since $\pi v^2/d=\Gamma/2$, the position within the gap is set by $\cot\theta=2[E-\Delta(E)]/\Gamma$. This changes little from one gap to the next when $d\ll\Gamma$, so neighbouring eigenvalues are a distance $d$ apart to leading order.

The weight per unit energy is then $P(E)=w/d$. In (5) the term $1+s$ is negligible beside $\pi\Gamma/(2d)$, and $1/v^2=2\pi/(\Gamma d)$. With $y=E-\Delta(E)$,

$$P=\frac{1}{\pi\Gamma/2+2\pi y^2/\Gamma}=\frac{\Gamma}{2\pi}\,\frac{1}{y^2+\Gamma^2/4}.$$

At $N=640$ the two neglected corrections are each about 10 percent at the centre, but they cancel. By (3) the eigenvalue index $j$ obeys $\theta-\operatorname{arccot}(2y/\Gamma)=j\pi$, and $dy/dE=1+s$. The number of eigenvalues per unit energy is therefore

$$\frac{dj}{dE}=\frac1d+\frac{2(1+s)}{\pi\Gamma\,(1+4y^2/\Gamma^2)} .$$

Equation (5) reads $1/w=1+s+(\pi\Gamma/2d)(1+4y^2/\Gamma^2)$, which equals $(\pi\Gamma/2)(1+4y^2/\Gamma^2)\,dj/dE$. The product $w\,dj/dE$ is thus exactly the expression for $P$ above.

Near $E_b$, $y\approx(E-E_b)/Z$. Multiplying numerator and denominator by $Z^2$ gives

$$P(E)=Z\;\frac{1}{\pi}\,\frac{Z\Gamma/2}{(E-E_b)^2+(Z\Gamma/2)^2}. \tag{7}$$

This is a Lorentzian with area $Z$, centred at the projected energy, with full width $Z\Gamma=0.0189$ hartree at half maximum. The centre lies at $E_b$ only because the couplings are equal and the ladder is summed symmetrically. A band reaching $W_-$ below and $W_+$ above $E_b$ moves it by about $Z(\Gamma/2\pi)\ln(W_-/W_+)$, which is $-0.0033$ hartree for $W_-=0.5$ and $W_+=1.5$, and an energy-dependent coupling shifts it as well. The level has become a resonance. Its weight has not been destroyed but is shared among ever more eigenvectors, each with an ever smaller part.

Integrating (7) over $|E-E_b|<n\,Z\Gamma/2$ gives $(2Z/\pi)\arctan n$. For $n=1$ this is $Z/2=0.472$. In the midway matrix with $N=640$ this interval holds only seven eigenvalues, so the cumulative weight has to be interpolated between them. This also gives 0.472, but the third digit is not significant. For $n=10$ the formula gives 0.885 and the matrix 0.890.

The small excess for $n=10$ comes from the finite band. At a distance $x$ from $E_b$, the missing outer levels would have contributed to the ladder sum in (3)

$$\frac{\Gamma}{2\pi}\int_W^\infty\left(\frac1{x+t}+\frac1{x-t}\right)dt\approx-\frac{\Gamma x}{\pi W}.$$

The full ladder sum is therefore $x(1/Z-0.0064)$ instead of $x/Z$. This replaces $Z$ in (7) by $Z'=1/(1.0584-0.0064)=0.951$. The weight in the same interval becomes $(2Z'/\pi)\arctan(10Z/Z')=0.890$, as found.

## (g) What projection changes

*Is the high density of states by itself the cause of the dissolution? What does projection remove, and what does the model leave open?*

**Answer.** Density alone is not the cause. In the projected matrices the positive continuum becomes as dense as the pair ladder, yet the weight stays at 0.945. The difference is degeneracy: the pair levels surround $E_b$, and the nearest ones approach it as $d\to0$, whereas the positive continuum keeps its distance. Projection removes the degenerate states, together with the distant pair states, whose net shift of the level cancels only in the symmetric ladder used here. What vanishes is the dissolution, while the level survives with weight $Z$.

The conclusion requires a nonzero $\Gamma$ and a pair continuum that extends several times $\Gamma$ on both sides of $E_b$. If a sharp band edge lies only 0.005 hartree below $E_b$, the level is pushed out of the band and a bound eigenvector keeps a weight of about 0.74 as $d\to0$. At $\Gamma=0$ the pair states decouple and the level keeps its projected weight $Z$. A small $\Gamma$ does not prevent dissolution in the dense limit, but it lowers $d_c$, so a finer ladder is needed to reveal it.

The model does not give the size of $\Gamma$ for an atom, nor does it say which one-electron states should define the positive-energy space. Deleting the pair states also differs from calculating their physical effect, which requires a theory in which the negative-energy states are not empty orbitals.

## Computed results

```
MODEL PARAMETERS
positive-continuum threshold I = 1.00 hartree
positive-continuum width B = 2.00 hartree
positive-continuum strength g = 0.10 hartree
pair width parameter Gamma = 0.020 hartree
pair band half-width W = 1.00 hartree
finite-band correction Gamma/(pi W) = 0.0064
PROJECTED DENSE LIMIT
level energy E_b = -0.10341 hartree
admixed norm s(E_b) = 0.05841
level weight Z = 0.94482
crossover spacing pi Z Gamma/2 = 0.02968 hartree
LARGEST WEIGHT OF THE LEVEL (N states in each continuum;
the ladder with a pair level at E_b has N+1 pair states)
N | d (hartree) | v (hartree) | projected | midway | formula | on a level
  10 | 0.200000 | 0.025231 | 0.94502 | 0.82719 | 0.82272 | 0.45265
  40 | 0.050000 | 0.012616 | 0.94483 | 0.59512 | 0.59287 | 0.39178
 160 | 0.012500 | 0.006308 | 0.94482 | 0.28048 | 0.27998 | 0.24233
 640 | 0.003125 | 0.003154 | 0.94482 | 0.09005 | 0.09000 | 0.08828
largest deviation from weight formula within 2 Gamma of E_b = 1.22 percent
slope of 1/w_max against N, matrix = 0.015708
slope pi Gamma/(4 W), formula = 0.015708
small-d form 2d/(pi Gamma) at N = 640: 0.09947
SPREAD OF THE WEIGHT AT THE LARGEST N
Lorentzian full width Z Gamma = 0.01890 hartree
weight in interval of 1 full widths: matrix 0.4717, Lorentzian 0.4724
weight in interval of 10 full widths: matrix 0.8898, Lorentzian 0.8849
FREE PAIR STATES DEGENERATE WITH A BOUND LEVEL
energy window = 1.96 to 2.00 mc^2
cutoff on negative-energy electron momentum = 2.0 mc
box 400 hbar/(mc): counted 1359 pairs, density formula 1357.2
box 800 hbar/(mc): counted 5423 pairs, density formula 5428.7
ratio of counts on doubling the box = 3.990
```
